# Two Derivations of the Suzuki–Chin Fourth-Order Propagator with Positive Steps: a numerical check

```python
"""Suzuki-Chin fourth-order propagator with positive steps.

Result under test, for H = T + V and imaginary time step tau:
  S = exp(-tau V/6) exp(-tau T/2) exp(-2 tau W/3) exp(-tau T/2) exp(-tau V/6)
  W = V + tau^2/48 [V,[T,V]],   [V,[T,V]] = sum_i (hbar^2/m_i) |grad_i V|^2
  S = exp(-tau H) + O(tau^5); free energy error O(tau^4) at fixed temperature.
Symbols: A = -tau T, B = -tau V; P = number of steps S in the trace, so that
beta = P tau and the ring has 2P beads; h2m = hbar^2/m.
"""
from fractions import Fraction as Fr
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const

# ---------- exact algebra of non-commuting words in A and B ----------
MAXLEN = 5


def add(p, q, factor=1):
    out = dict(p)
    for word, c in q.items():
        out[word] = out.get(word, Fr(0)) + factor * c
    return {w: c for w, c in out.items() if c != 0}


def mul(p, q):
    out = {}
    for w1, c1 in p.items():
        for w2, c2 in q.items():
            if len(w1) + len(w2) <= MAXLEN:
                out[w1 + w2] = out.get(w1 + w2, Fr(0)) + c1 * c2
    return {w: c for w, c in out.items() if c != 0}


def scale(p, factor):
    return {w: c * factor for w, c in p.items() if c * factor != 0}


def expo(p):
    total, term = {"": Fr(1)}, {"": Fr(1)}
    for k in range(1, MAXLEN + 1):
        term = scale(mul(term, p), Fr(1, k))
        total = add(total, term)
    return total


def comm(p, q):
    return add(mul(p, q), mul(q, p), -1)


A, B = {"A": Fr(1)}, {"B": Fr(1)}
AAB = comm(A, comm(A, B))
BAB = comm(B, comm(A, B))
exact_exp = expo(add(A, B))


def splitting_defect(v, c):
    """Five-factor product minus exp(A+B); v = end weight, c = correction."""
    end = expo(scale(B, v))
    half = expo(scale(A, Fr(1, 2)))
    middle = expo(add(scale(B, 1 - 2 * v), BAB, c))
    prod = mul(mul(mul(mul(end, half), middle), half), end)
    return add(prod, exact_exp, -1)


# cubic part of the logarithm: polynomials of degree <= 3 in v, five points
for v in (Fr(0), Fr(1, 6), Fr(1, 4), Fr(1, 2), Fr(2, 3)):
    defect = splitting_defect(v, Fr(0))
    assert all(len(w) >= 3 for w in defect)
    cubic = {w: c for w, c in defect.items() if len(w) == 3}
    predicted = add(scale(AAB, (6 * v - 1) / 24),
                    scale(BAB, (-1 + 6 * v - 6 * v * v) / 12))
    assert cubic == predicted
bare = splitting_defect(Fr(1, 6), Fr(0))
coef_aab = bare.get("AAB", Fr(0))
coef_bab = bare["BAB"] / BAB["BAB"]
full = splitting_defect(Fr(1, 6), Fr(2, 3) * Fr(1, 48))
first_defect = min(len(w) for w in full)
assert first_defect == 5
print("Cubic coefficient of [A,[A,B]] at end weight 1/6:", coef_aab)
print("Cubic coefficient of [B,[A,B]] at end weight 1/6:", coef_bab)
print("First order in tau where S and exp(-tau H) differ:", first_defect)

# ---------- the double commutator is a local function ----------
xs, ys = sp.symbols("x y", real=True)
m1, m2 = sp.symbols("m1 m2", positive=True)
pot = sp.Function("V")(xs, ys)
psi = sp.Function("psi")(xs, ys)


def kinetic(f):
    return -sp.diff(f, xs, 2) / (2 * m1) - sp.diff(f, ys, 2) / (2 * m2)


def tv(f):
    return kinetic(pot * f) - pot * kinetic(f)


double = pot * tv(psi) - tv(pot * psi)
local = (sp.diff(pot, xs)**2 / m1 + sp.diff(pot, ys)**2 / m2) * psi
assert sp.simplify(sp.expand(double - local)) == 0


# ---------- bead kernels on a grid ----------
def free_kernel(x, duration, h2m):
    dx = x[1] - x[0]
    gap2 = (x[:, None] - x[None, :])**2
    return dx * np.exp(-gap2 / (2 * h2m * duration)) / np.sqrt(
        2 * np.pi * h2m * duration)


def chin_eigs(x, V, dV, tau, h2m, corrected=True):
    W = V + (tau**2 / 48 * h2m * dV**2 if corrected else 0)
    K = free_kernel(x, tau / 2, h2m)
    end = np.exp(-tau * V / 6)
    S = end[:, None] * ((K * np.exp(-2 * tau * W / 3)) @ K) * end
    return np.linalg.eigvalsh((S + S.T) / 2)[::-1]


def primitive_eigs(x, V, tau, h2m):
    half = np.exp(-tau * V / 2)
    S = half[:, None] * free_kernel(x, tau, h2m) * half
    return np.linalg.eigvalsh((S + S.T) / 2)[::-1]


# ---------- harmonic oscillator, hbar = m = omega = 1, u = tau ----------
def chin_u_eff(u):
    return mp.acosh(1 + u**2 / 2 + u**4 / 24 + u**6 / 864)


def primitive_u_eff(u):
    return 2 * mp.acosh(1 + u**2 / 8)


mp.mp.dps = 50
small = mp.mpf("0.001")
chin_lead = (chin_u_eff(small) / small - 1) / small**4
prim_lead = (primitive_u_eff(small) / small - 1) / small**2
assert abs(chin_lead * 4320 + 1) < 1e-5
assert abs(prim_lead * 96 + 1) < 1e-5
u = 1.0
xg = np.linspace(-9, 9, 241)
w = chin_eigs(xg, xg**2 / 2, xg, u, 1.0)
u_chin = float(chin_u_eff(mp.mpf(u)))
assert abs(-np.log(w[1] / w[0]) - u_chin) < 1e-10
assert abs(-2 * np.log(w[0]) - u_chin) < 1e-10
wp = primitive_eigs(xg, xg**2 / 2, u / 2, 1.0)
u_prim = float(primitive_u_eff(mp.mpf(u)))
assert abs(-2 * np.log(wp[1] / wp[0]) - u_prim) < 1e-10

# Gaussian integral over the bead action of a six-bead ring
steps = 3
beads = 2 * steps
M = np.zeros((beads, beads))
for j in range(beads):
    k = (j + 1) % beads
    M[j, j] += 2 / u
    M[k, k] += 2 / u
    M[j, k] -= 2 / u
    M[k, j] -= 2 / u
    M[j, j] += u / 3 if j % 2 == 0 else 2 * u / 3 * (1 + u**2 / 24)
Z_beads = (1 / (np.pi * u))**steps * (2 * np.pi)**steps / np.sqrt(
    np.linalg.det(M))
Z_closed = 1 / (2 * np.sinh(steps * u_chin / 2))
assert abs(Z_beads / Z_closed - 1) < 1e-10
print(f"Harmonic, u = {u:.1f}: omega_eff/omega - 1, full action: "
      f"{u_chin / u - 1:.4e}")
print(f"Harmonic, u = {u:.1f}: same, primitive with two links: "
      f"{u_prim / u - 1:.4e}")
print(f"Harmonic six-bead ring, u = {u:.1f}: Z from bead action "
      f"{Z_beads:.8f}, closed form {Z_closed:.8f}")

# ---------- worked example: proton mass in a double well ----------
D, a, kT = 0.25, 0.40, 0.025            # eV, angstrom, eV
beta = 1 / kT
h2m = const.hbar**2 / const.m_p / const.e * 1e20


def well(x):
    return D * ((x / a)**2 - 1)**2


def slope(x):
    return 4 * D * x / a**2 * ((x / a)**2 - 1)


x = np.linspace(-1.2, 1.2, 241)
dx = x[1] - x[0]
V, dV = well(x), slope(x)
assert np.max(np.abs((well(x + 1e-5) - well(x - 1e-5)) / 2e-5 - dV)) < 1e-6
idx = np.arange(len(x))
sep = idx[:, None] - idx[None, :]
safe = np.where(sep == 0, 1, sep)
T = h2m / (2 * dx**2) * np.where(
    sep == 0, np.pi**2 / 3, 2.0 * (-1.0)**np.abs(sep) / safe**2)
E, C = np.linalg.eigh(T + np.diag(V))
boltz = np.exp(-beta * (E - E[0]))
F_ref = E[0] - kT * np.log(boltz.sum())
density = (C**2) @ boltz / boltz.sum()
mean_slope2 = density @ dV**2


def free_energy(eigs, n):
    ratio = np.clip(eigs / eigs[0], 0, None)
    return -kT * (n * np.log(eigs[0]) + np.log(np.sum(ratio**n)))


def primitive_error(links):
    return free_energy(primitive_eigs(x, V, beta / links, h2m), links) - F_ref


print(f"Barrier D = {D:.2f} eV, half distance a = {a:.2f} angstrom, "
      f"kT = {kT:.3f} eV")
print(f"beta = {beta:.1f} 1/eV, hbar^2/m = {h2m:.6e} eV angstrom^2")
print(f"Lowest levels: {E[0]:.6f} eV, {E[1]:.6f} eV; "
      f"splitting {E[1] - E[0]:.6f} eV")
hartree = const.physical_constants["Hartree energy in eV"][0]
print(f"Reference free energy: {F_ref:.8f} eV = {F_ref / hartree:.8f} hartree")
print(f"Thermal mean of V'^2: {mean_slope2:.5f} eV^2/angstrom^2")

P_list = [8, 16, 32, 64, 128]
err_prim, err_bare, err_full = [], [], []
print("Free energy errors in eV (primitive uses 2P links):")
print("   P   tau (1/eV)   primitive      uncorrected    full action")
for P in P_list:
    tau = beta / P
    err_prim.append(primitive_error(2 * P))
    err_bare.append(free_energy(
        chin_eigs(x, V, dV, tau, h2m, False), P) - F_ref)
    err_full.append(free_energy(chin_eigs(x, V, dV, tau, h2m), P) - F_ref)
    print(f"{P:4d}   {tau:8.4f}   {err_prim[-1]:12.4e}   "
          f"{err_bare[-1]:12.4e}   {err_full[-1]:12.4e}")

orders = [np.log2(abs(e[-2] / e[-1])) for e in (err_prim, err_bare, err_full)]
assert abs(orders[0] - 2) < 0.1
assert abs(orders[1] - 2) < 0.1
assert abs(orders[2] - 4) < 0.1
print(f"Orders from the last two rows: primitive {orders[0]:.3f}, "
      f"uncorrected {orders[1]:.3f}, full {orders[2]:.3f}")
predicted = -(beta / P_list[-1])**2 / 72 * h2m * mean_slope2
assert abs(err_bare[-1] / predicted - 1) < 0.01
print(f"Uncorrected error predicted at P = {P_list[-1]}: {predicted:.4e} eV")

x0, P0 = 0.20, 16
tau0 = beta / P0
shift = tau0**2 / 48 * h2m * slope(x0)**2
print(f"Bead at x = {x0:.2f} angstrom, P = {P0}: V = {well(x0):.6f} eV, "
      f"V' = {slope(x0):.4f} eV/angstrom")
print(f"Midpoint correction there: {shift:.4e} eV")

target = abs(err_full[P_list.index(P0)])
low, high = 2 * P0, 1500
assert abs(primitive_error(low)) > target > abs(primitive_error(high))
while high - low > 1:
    mid = (low + high) // 2
    if abs(primitive_error(mid)) > target:
        low = mid
    else:
        high = mid
print(f"Primitive links needed to match full action with {2 * P0} links: "
      f"{high}")
print("every check passed")
```

Output:

```
Cubic coefficient of [A,[A,B]] at end weight 1/6: 0
Cubic coefficient of [B,[A,B]] at end weight 1/6: -1/72
First order in tau where S and exp(-tau H) differ: 5
Harmonic, u = 1.0: omega_eff/omega - 1, full action: -2.1834e-04
Harmonic, u = 1.0: same, primitive with two links: -1.0134e-02
Harmonic six-bead ring, u = 1.0: Z from bead action 0.23490621, closed form 0.23490621
Barrier D = 0.25 eV, half distance a = 0.40 angstrom, kT = 0.025 eV
beta = 40.0 1/eV, hbar^2/m = 4.149962e-03 eV angstrom^2
Lowest levels: 0.104424 eV, 0.107924 eV; splitting 0.003500 eV
Reference free energy: 0.08874986 eV = 0.00326150 hartree
Thermal mean of V'^2: 1.23299 eV^2/angstrom^2
Free energy errors in eV (primitive uses 2P links):
   P   tau (1/eV)   primitive      uncorrected    full action
   8     5.0000    -1.2669e-03    -1.6070e-03    -6.3466e-05
  16     2.5000    -3.2871e-04    -4.3150e-04    -4.6405e-06
  32     1.2500    -8.3000e-05    -1.1021e-04    -3.0253e-07
  64     0.6250    -2.0803e-05    -2.7708e-05    -1.9112e-08
 128     0.3125    -5.2040e-06    -6.9368e-06    -1.1978e-09
Orders from the last two rows: primitive 1.999, uncorrected 1.998, full 3.996
Uncorrected error predicted at P = 128: -6.9402e-06 eV
Bead at x = 0.20 angstrom, P = 16: V = 0.140625 eV, V' = -0.9375 eV/angstrom
Midpoint correction there: 4.7493e-04 eV
Primitive links needed to match full action with 32 links: 272
every check passed
```
